Converging an aluminium 1s core hole in AlH3 by maximum overlap

**The decision: how should the orbitals be filled?**

To predict where the Al 1s line of an alane precursor lies, one can compute the neutral molecule and the ion with an empty 1s orbital, and subtract the energies. The ion calculation needs a rule for filling orbitals after each cycle. For AlH3, filling by energy leads to about 10.7 eV, a valence ionisation. Filling by maximum overlap leads to 1564.9 eV, the core ionisation. Both runs start from the same determinant, so the filling rule decides which quantity is obtained.

The model is an isolated, planar AlH3 molecule with fixed nuclei and three equal Al-H lengths of 0.158 nm. The neutral has 16 electrons in eight doubly occupied Hartree-Fock orbitals. The ion has eight spin-up and seven spin-down electrons, with separate orbitals for the two spins and the spin-down Al 1s orbital empty. Energies refer to an electron at rest in vacuum. The ionisation energy is

I = E_hole − E_N.

It is vertical: both energies use the same nuclear positions.

**What self-consistency means for the ion**

Let the orbitals be real and expanded in basis functions χ_μ with overlap matrix S. For spin σ, the density matrix D_σ is the sum of c cᵀ over occupied coefficient vectors c. Let h contain the kinetic energy and the nuclear attraction, and define

(μν|λκ) = e²/(4πε₀) ∬ χ_μ(1)χ_ν(1)χ_λ(2)χ_κ(2)/r₁₂ dV₁dV₂,

J[D]_μν = Σ_λκ (μν|λκ)D_λκ,

K[D]_μν = Σ_λκ (μλ|νκ)D_λκ.

With D = D_up + D_down, the Fock matrix and energy are

F_σ = h + J[D] − K[D_σ],

E = ½ Σ_σ Tr[D_σ(h + F_σ)] + E_nuc.

The factor ½ counts each electron pair once; since F_σ itself contains h, adding h restores the full one-electron energy.

Because Tr(A J[B]) = Tr(B J[A]), and likewise for K, a small density change gives

dE = Σ_σ Tr[F_σ dD_σ].

In an orthonormal basis, an orbital rotation with antisymmetric generator κ changes the density by dD = κD − Dκ. Moving factors cyclically inside the trace gives dE = Tr[κ(DF − FD)]. This vanishes for every κ if F and D commute. Written with the overlap matrix, the condition is

F_σD_σS − S D_σF_σ = 0.

It identifies a stationary point, which may be a minimum, a maximum or a saddle. A small residual therefore does not tell which state has been found.

**Why the core hole collapses**

Fill the hole while keeping the ion's orbitals. Call the resulting energy E_full and the spin-down Fock matrix F_full. Now remove one spin-down electron from any normalised orbital c in the eight-dimensional space of the occupied orbitals and the hole. With γ = c cᵀ, the quadratic energy gives

E(c) = E_full − Tr[F_full γ] + ½{Tr(γJ[γ]) − Tr(γK[γ])}.

Both terms in braces equal (cc|cc), the repulsion of the orbital density with itself. They cancel, leaving

E(c) = E_full − cᵀF_full c.

This holds for a hole of any composition in that space, with the orbital space held fixed.

Let g be the hole orbital of the self-consistent core-hole state. F_full does not couple g to an occupied orbital i. The ion's own Fock matrix has no such coupling, and F_full differs from it by J[γ_g] − K[γ_g], where γ_g = g gᵀ. Between g and i this difference is (gi|gg) − (gg|ig) = 0. Let f_h = gᵀF_full g, and let m_k be the seven eigenvalues of F_full among the occupied orbitals. Rotating the hole by an angle θ towards eigenvector k gives

E(θ) = E_hole − (m_k − f_h) sin²θ.

The second derivative at θ = 0 is −2(m_k − f_h), negative whenever the core level lies below m_k. In AlH3 all seven differences are positive, from 1428 to 1530 eV. The core-hole state is thus the maximum of the energy over the position of the hole.

The full orbital Hessian has at least seven negative eigenvalues. If it had fewer, the seven-dimensional space above would contain a direction orthogonal to all of its negative eigenvectors, and the curvature there could not be negative. Other rotations may raise the energy, so no claim of a global maximum is made.

Energy-ordered filling abandons the core hole in one step: the empty 1s level is the lowest spin-down level, so it is filled after the first diagonalisation. Tightening the convergence threshold does not alter that choice.

**What the overlap rule selects**

Let c_i^ref be the n reference occupied orbitals, and c_j the orbitals from the latest diagonalisation. The projection of a new orbital on the reference space is

p_j = Σ_i [(c_i^ref)ᵀ S c_j]².

The maximum-overlap method occupies the n orbitals with the largest p_j, whatever their energies. Squaring removes the arbitrary signs of the orbitals.

This choice has a geometrical meaning. In an orthonormal basis, let P project on the reference space and Q on the newly occupied space. Since P² = P, Q² = Q and both traces equal n,

‖P − Q‖² = Tr(P² + Q² − 2PQ) = 2n − 2Σ_j p_j,

where j runs over the selected orbitals. The largest projections therefore give the nearest occupied space available from that diagonalisation. A test over every choice of seven from the ten lowest spin-down orbitals found the same set.

The rule chooses among orbitals; it does not constrain the energy or create a barrier. A two-orbital model shows when it becomes ambiguous. Let a reference occupied orbital and the reference hole have Fock levels separated by Δ and coupled by V. The matrix with diagonal elements ±Δ/2 and off-diagonal element V is diagonalised by a rotation θ with

tan 2θ = 2V/Δ.

The two new orbitals have projections cos²θ and sin²θ on the occupied reference orbital. For |V| ≪ |Δ| they are close to 1 and 0. For Δ → 0 at finite V both become ½, and the rule has no basis for a choice. A deep core hole on a single heavy atom is favourable because Δ is large. A hole in closely spaced valence levels can be difficult.

For AlH3 the smallest projection among the occupied spin-down orbitals is 0.967, and the largest among the empty ones is 0.019. The selection is clear.

**A procedure and its acceptance checks**

1. Converge the neutral molecule. Use its orbitals with one spin-down Al 1s electron removed as both starting state and reference.

2. Build both Fock matrices and the commutator residuals. To accelerate convergence, combine stored Fock matrices with coefficients that sum to one and minimise the norm of the same combination of residuals.

3. Diagonalise, compute p_j for each spin, occupy the largest values, and repeat until the residual is small.

4. Inspect the hole. The spin-down population of the neutral 1s orbital a is aᵀS D_down S a. It should be near 0 for the core hole and near 1 after collapse.

The reference may stay fixed or be replaced by the occupied orbitals of the previous cycle. A fixed reference keeps a memory of the intended state. A moving one follows strong relaxation, but a series of individually small changes can carry it away. Here both versions took 10 cycles and agreed within 3×10⁻⁶ eV, so this example gives no reason to prefer either. A fixed reference is the cautious choice when the projections remain well separated.

The spin expectation value is a further check. For eight up and seven down electrons,

⟨S²⟩/ħ² = ¾ + 7 − Σ_ij |⟨i,up|j,down⟩|².

If the seven occupied down orbitals lie wholly within the up space, the sum is 7 and the result is ¾. The calculation gives 0.754, so spin contamination is small. This check alone cannot identify the core hole, because it does not show where the hole lies: removing a valence electron from the neutral molecule with its orbitals frozen also gives exactly ¾.

**Following the two runs**

Aluminium is described by uncontracted s and p functions from cc-pVTZ, its d functions and three added tight d functions. Hydrogen has cc-pVDZ. There are 82 functions in total.

The first energy is 1591.2 eV above the neutral in both runs. With maximum overlap it becomes 1566.6 eV in cycle 2 and 1564.9 eV in cycle 3. The final 1s population is 0.00001. With energy ordering the sequence is 48.4, 18.5 and, by cycle 5, 11.0 eV. After 40 cycles it is 10.7 eV, with a 1s population of 1.00000.

The collapsed run had not reached the threshold used for the core hole: its residual was 3×10⁻⁴ eV against a required 3×10⁻⁵ eV. The cause was not examined. The filled 1s orbital and the low energy still show that the run has reached a valence ion.

The main result is the difference of total energies:

I = −5064.995 − (−6629.876) = 1564.881 eV = 2.507×10⁻¹⁶ J.

A second self-consistent-field implementation reproduced the ion energy within 3×10⁻⁵ eV. That confirms the solution of the equations, not the accuracy of Hartree-Fock theory.

**Relaxation and an independent route to the difference**

Apply the hole formula to the neutral molecule with its orbitals frozen. The cost of removing the electron is −ε_1s = 1591.2 eV. Self-consistency lowers this by

1591.2 − 1564.9 = 26.3 eV,

the relaxation energy. The remaining electrons adjust to the less screened nucleus.

The same difference can be obtained without subtracting two total energies. Give the spin-down 1s orbital φ a fractional occupation n, and make the state self-consistent at each n. The density change consists of dn φφᵀ and orbital rotations. The rotations do no first-order work at a stationary point, so

dE/dn = Tr[F_down φφᵀ] = ε_1s(n).

Integrating from the ion at n = 0 to the neutral at n = 1 gives E_N − E_hole, hence

I = −∫₀¹ ε_1s(n) dn.

Three-point Gauss quadrature uses n = 0.1127, 0.5000 and 0.8873 with weights 5/18, 8/18 and 5/18. The computed levels give

I = (5×1544.570 + 8×1564.851 + 5×1585.238)/18 eV = 1564.88 eV,

in agreement with the direct difference.

With frozen orbitals the level would not depend on n, because the orbital's self-repulsion cancels. Its variation therefore measures relaxation. If it is linear, ε_1s(n) = ε_1s(1) + s(1 − n), integration gives

I = −ε_1s(1) − s/2,

so the relaxation energy is s/2. The outer two points give s = (1585.238 − 1544.570)/(0.8873 − 0.1127) = 52.5 eV, and s/2 = 26.3 eV, as found above. The level at half filling alone gives 1564.85 eV, only 0.03 eV from the full difference.

**A second case: equivalent aluminium atoms**

In a molecule with two equivalent Al atoms, such as an alane dimer, the neutral 1s orbitals can be symmetric and antisymmetric combinations spread over both atoms. Removing one of these as the reference hole can keep the hole delocalised. The overlap rule then preserves what was requested, though it may not be the localised hole that was intended.

The linear-level result estimates the consequence. Emptying a fraction q = 1 − n of the core orbital gives a relaxation energy of sq²/2, or 26.3q² eV. A localised hole has q = 1 on one atom. A delocalised hole has q = ½ on each, giving

2 × 26.3 × (½)² = 13.2 eV.

If relaxation is local to each atom and the frozen-orbital costs are equal, the delocalised solution lies about 13 eV too high. This is an estimate from AlH3, not a dimer calculation. The remedy is to localise the core orbitals before choosing the reference and to allow the electron density to break the symmetry.

**Choosing the basis and sizing the omissions**

The orbital basis must be able to follow the contraction around the hole. At the same geometry, standard contracted cc-pVTZ on aluminium gives a result 5.6 eV above that of the uncontracted s, p and d set without the added tight functions. The contracted set also contains an f function, and the effects of contraction and of this function were not separated. Replacing the uncontracted s and p exponents by the larger cc-pVQZ set changes the result by −0.10 eV, and adding the tight d functions to the original set changes it by −0.05 eV. Both changes are much smaller than the difference between the contracted and uncontracted sets. Replacing the five d functions by six and adding three f functions moves the result by a further −0.02 eV. The three decimals in 1564.881 eV therefore belong to the stated basis, which is converged to about 0.1 eV.

Scalar relativity is included by replacing the one-electron matrix with one obtained by decoupling the electronic part of the Dirac problem, omitting spin-orbit coupling. This raises I by 3.1 eV, to 1568.0 eV. For a single electron bound to an Al nucleus, the relativistic shift can be compared with the Dirac value

m_ec²[√(1 − (Zα)²) − 1 + (Zα)²/2],

where Z = 13 and α is the fine-structure constant. The last term removes the nonrelativistic energy −m_ec²(Zα)²/2. The matrix method gives −5.194 eV and the formula −5.197 eV.

Electron correlation is estimated by second-order perturbation theory. Double excitations from occupied i, j to empty a, b contribute

E₂ = −¼ Σ_ijab |⟨ij||ab⟩|²/(ε_a + ε_b − ε_i − ε_j),

where the double bar denotes the direct minus the exchange integral. In the ion, the core hole is left out of the empty orbitals. Otherwise an electron can drop into it while another is ejected, and the denominator can pass through zero. That is the Auger decay channel, not a small correction to a bound state. With the hole excluded, correlation raises I by 1.1 eV, giving 1569.1 eV. This exclusion removes more than the Auger channel. It also drops terms in which the spin-up 1s electron is excited while a spin-down electron fills the hole; these keep a 1s vacancy, have no vanishing denominator, and would lower I by about 0.3 eV. The shift also depends on the basis: with six d and three f functions on aluminium it is 1.0 eV. Higher orders are not included.

The one-electron relativistic matrix also omits the short-range relativistic interaction of the two 1s electrons. A magnetic moment μ₁ meets the contact field (2/3)μ₀μ₂δ(r₁₂) of the other, so the energy is −(2/3)μ₀μ₁·μ₂δ(r₁₂). With μ = −2μ_B s/ħ and s₁·s₂ = −¾ħ² for a singlet, μ₁·μ₂ = −3μ_B². The result is

E_mag = 2μ₀μ_B²⟨δ(r₁₂)⟩ = 0.72 eV.

The Darwin correction to the repulsion V = e²/(4πε₀r₁₂) is ħ²∇²V/(8m_e²c²) for each electron. Using ∇²(1/r) = −4πδ, μ_B = eħ/(2m_e) and μ₀ε₀c² = 1, the two electrons together give −μ₀μ_B²⟨δ(r₁₂)⟩ = −0.36 eV. The neutral pair therefore has a net energy of +0.36 eV, which is lost on ionisation, and I falls by that amount to about 1568.7 eV. Contact with outer electrons and the orbit-orbit exchange between s and 2p electrons are neglected; together they would lower I by a further 0.07 eV or so. Radiative corrections have the scale α(Zα)⁴m_ec²/π = 0.10 eV, multiplied by a numerical coefficient of about 3 to 4 for a 1s electron bound to the bare nucleus. They would lower I by roughly 0.3 to 0.4 eV and are not included. With these corrections and higher-order correlation missing, the tenths digit in 1568.7 eV keeps track of the corrections and does not express the accuracy of the prediction.

**Vibrations and comparison with a real precursor**

The computed ionisation energy rises by 55.7 eV per nm of Al-H stretching (55.3 eV per nm with cc-pVTZ on hydrogen and uncontracted cc-pVDZ s and p functions on aluminium, so the last digit depends on the basis). Only the symmetric breathing mode contributes at first order, since planar AlH3 has no other totally symmetric vibration. Aluminium stays at rest in this mode and three hydrogen atoms move, so its kinetic energy is ½(3m_H)(dR/dt)² and its mass is μ = 3m_H. The harmonic ground state has a bond-length spread √[ħ/(2μω)] = 0.00526 nm, giving

σ_I = 55.7 × 0.00526 = 0.29 eV.

This is the standard deviation of the vertical energy at low temperature, not a full line shape. The computed energy minimum is at 0.1583 nm; moving there from 0.158 nm would raise I by only about 0.02 eV.

Alane is delivered for aluminium deposition as amine adducts, whereas the model is a bare planar monomer. The amine changes both geometry and charge around aluminium, and its shift has not been computed. On a metal surface, image-charge screening lowers the cost of the hole by roughly e²/(16πε₀d), or 1.2 to 1.8 eV for a distance d of 0.3 to 0.2 nm from the image plane. Binding energies of solids are also commonly referred to the Fermi level, which lowers the number by the work function, roughly 4 eV for aluminium. A calculated vacuum value should not be placed on that scale without these corrections. Nor can an Al Kα source excite this line from a free aluminium-containing molecule of this kind: its photon energy is about 1.49 keV, below the computed threshold near 1.57 keV.

For differences between similar precursors, keep the basis, relativistic treatment and energy reference the same, and check the hole in each molecule. Errors local to the aluminium core may then partly cancel, but the amount of cancellation must be established for the compounds compared. The numerical output below gives the values behind this example.

Table of computed values

```
Al-H bond length used: 0.158 nm
Al-H bond length at computed minimum: 0.1583 nm
Number of basis functions: 82
Neutral Hartree-Fock energy: -6629.876 eV
Core-hole Hartree-Fock energy: -5064.995 eV
MOM, cycle 1, energy above neutral: 1591.196 eV
MOM, cycle 2, energy above neutral: 1566.561 eV
MOM, cycle 3, energy above neutral: 1564.890 eV
MOM, cycle 5, energy above neutral: 1564.881 eV
MOM, last energy above neutral: 1564.881 eV
MOM, cycles run: 10
MOM, last commutator residual: 5.5e-06 eV
MOM, spin-down population of neutral 1s: 0.00001
Energy-ordered filling, cycle 1, energy above neutral: 1591.196 eV
Energy-ordered filling, cycle 2, energy above neutral: 48.392 eV
Energy-ordered filling, cycle 3, energy above neutral: 18.549 eV
Energy-ordered filling, cycle 5, energy above neutral: 11.046 eV
Energy-ordered filling, last energy above neutral: 10.694 eV
Energy-ordered filling, cycles run: 40
Energy-ordered filling, last commutator residual: 3.2e-04 eV
Energy-ordered filling, spin-down population of neutral 1s: 1.00000
MOM with previous-cycle reference, cycles run: 10
Smallest projection among occupied down orbitals: 0.96736
Largest projection among empty down orbitals: 0.01889
Core-hole <S^2> in units of hbar^2: 0.75404
Descent directions of the hole vector: 7
Smallest energy drop on moving the hole: 1428.05 eV
Largest energy drop on moving the hole: 1530.34 eV
Frozen-orbital ionisation energy: 1591.196 eV
Relaxation energy: 26.316 eV
MAIN RESULT: SCF-difference ionisation energy: 1564.881 eV
Main result converted: 2.50722e-16 J
Core level at 1s down filling 0.1127: -1544.570 eV
Core level at 1s down filling 0.5000: -1564.851 eV
Core level at 1s down filling 0.8873: -1585.238 eV
Ionisation energy from filling integral: 1564.881 eV
Midpoint (half-filled) estimate: 1564.851 eV
Scalar-relativistic SCF-difference energy: 1568.013 eV
Scalar-relativistic shift: 3.133 eV
One-electron Al test shift, X2C: -5.194 eV
One-electron Al test shift, Dirac: -5.197 eV
Second-order correlation shift: 1.091 eV
Ionisation energy with X2C and correlation shift: 1569.105 eV
Magnetic contact energy of 1s pair: 0.723 eV
Two-electron Darwin energy of 1s pair: -0.361 eV
Contact shift of ionisation energy: -0.361 eV
Radiative energy scale: 0.096 eV
Contracted minus uncontracted basis result: 5.620 eV
Larger s,p set minus scan-basis result: -0.096 eV
Tight-d effect on SCF difference: -0.0546 eV
Slope of ionisation energy with bond length: 55.68 eV/nm
Breathing-mode quantum: 0.2497 eV
Zero-point bond-length spread: 0.00526 nm
Vibrational standard deviation of ionisation energy: 0.293 eV
```
